# Biaxial Modulus of a Cubic (111) Film: Two Derivations, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: force balance at the free surface

### Definitions and conventions

A single-crystal film of cubic symmetry lies on a thick substrate that holds it flat. The film has uniform thickness $d$. Its surface normal is the unit vector

$$
\mathbf n=\frac{1}{\sqrt3}(1,1,1),
$$

with components referred to the cube axes of the crystal. Strain is measured from the state in which the film is free of stress. Tensile strain and tensile stress are positive.

The strain is a symmetric tensor $E_{ij}$, and the stress is a symmetric tensor $\sigma_{ij}$. Shear strains are tensor components: $E_{12}$ is half the change of the right angle between the first two axes. The in-plane strain is equibiaxial, which means that every line in the film plane is stretched by the same fraction $\varepsilon$ and that right angles in the plane stay right angles. The biaxial modulus $M$ is the ratio of in-plane stress to $\varepsilon$ when the film surface carries no force.

In linear elasticity a cubic crystal with an elastic energy has three independent stiffnesses. On the cube axes,

$$
\sigma_{11}=C_{11}E_{11}+C_{12}(E_{22}+E_{33}),\qquad
\sigma_{12}=2C_{44}E_{12},
$$

and the other components follow by exchanging axes. The factor 2 in the shear law belongs to the use of tensor shear strains. Two combinations of the stiffnesses will recur:

$$
B=C_{11}+2C_{12},\qquad H=C_{11}-C_{12}-2C_{44}.
$$

For a pure dilation, $E_{ij}=e\,\delta_{ij}$, each normal stress is $C_{11}e+2C_{12}e=Be$. The relative volume change is $3e$, so the bulk modulus is $B/3$. The combination $H$ vanishes for an elastically isotropic solid and therefore measures the anisotropy.

The whole of the stress–strain law can be put in one line:

$$
\sigma_{ij}=C_{12}\,\theta\,\delta_{ij}+2C_{44}E_{ij}+H\,E_{ii}\,\delta_{ij},
\qquad \theta=E_{11}+E_{22}+E_{33},
\tag{1}
$$

where the repeated index in $E_{ii}$ is not summed. For $i\neq j$ this is the shear law. For $i=j=1$ the coefficient of $E_{11}$ is $C_{12}+2C_{44}+H=C_{11}$, and the coefficients of $E_{22}$ and $E_{33}$ are $C_{12}$, as required.

The crystal is assumed to be stable, which for a cubic crystal means $B>0$, $C_{11}-C_{12}>0$ and $C_{44}>0$. The second derivation shows where these three conditions come from.

### The strains that are allowed

The substrate fixes the in-plane strain. It does not fix the normal strain or the two shears that tilt the normal against the plane. These three quantities have to be found.

Let $\mathbf p$ and $\mathbf q$ be perpendicular unit vectors in the film plane. The tensor $F=E-\varepsilon I$, with $I$ the unit tensor, has no components within the plane, because $\varepsilon I$ already supplies the whole in-plane strain. What remains is

$$
F=F_{nn}\,\mathbf n\mathbf n^{T}
+F_{pn}(\mathbf p\mathbf n^{T}+\mathbf n\mathbf p^{T})
+F_{qn}(\mathbf q\mathbf n^{T}+\mathbf n\mathbf q^{T}).
$$

Define $\mathbf a=F_{nn}\mathbf n+2F_{pn}\mathbf p+2F_{qn}\mathbf q$. Then

$$
E=\varepsilon I+\tfrac12\left(\mathbf a\mathbf n^{T}+\mathbf n\mathbf a^{T}\right).
\tag{2}
$$

Every uniform strain with the prescribed in-plane part has this form, so nothing has been lost. The vector $\mathbf a$ has a direct meaning: a layer at height $z$ above the interface is displaced by $\mathbf a z$ in addition to the uniform dilation. I split it as

$$
\mathbf a=\alpha\,\mathbf n+\mathbf t,\qquad \mathbf t\cdot\mathbf n=0 .
$$

The normal strain is $e_n=\mathbf n\cdot E\mathbf n=\varepsilon+\alpha$. A nonzero $\mathbf t$ would be an out-of-plane shear, with tensor shear strain $|\mathbf t|/2$.

A uniform strain gives a uniform stress, and a uniform stress satisfies the equilibrium equations inside the film. The one remaining condition is that the free surface carries no force, $\sigma\mathbf n=0$. Since the stress is uniform, the interface then carries no force either. This cannot hold near the film edges, where the in-plane force in the film has to be passed to the substrate. The result applies away from the edges.

### The force on the surface

The dilation $\varepsilon I$ produces the stress $B\varepsilon I$, and hence the force per area $B\varepsilon\,\mathbf n$ on the surface.

The second part of (2) has trace $\mathbf a\cdot\mathbf n$ and diagonal entries $a_in_i$. Its stress follows from (1). Multiplying by $n_j$ and summing over $j$, with $\mathbf n\cdot\mathbf n=1$, gives the three contributions

$$
C_{12}(\mathbf a\cdot\mathbf n)\,n_i,\qquad
C_{44}\left[a_i+(\mathbf a\cdot\mathbf n)\,n_i\right],\qquad
H\,a_i\,n_i^2 .
$$

In the middle one the factor 2 of the shear law has cancelled the factor $\tfrac12$ in (2). The sum defines a linear map $\Gamma$:

$$
(\Gamma\mathbf a)_i=C_{44}\,a_i+(C_{12}+C_{44})(\mathbf a\cdot\mathbf n)\,n_i+H\,n_i^2\,a_i .
\tag{3}
$$

This holds for any surface normal. The special feature of (111) is that $n_i^2=\tfrac13$ for all three $i$. The anisotropic term then becomes $\tfrac13H\mathbf a$, which is parallel to $\mathbf a$ and mixes no directions. Since

$$
C_{44}+\frac H3=\frac{3C_{44}+C_{11}-C_{12}-2C_{44}}{3}=\frac{C_{11}-C_{12}+C_{44}}{3},
$$

an in-plane vector $\mathbf t$ is simply multiplied by this number:

$$
\Gamma\mathbf t=\frac{C_{11}-C_{12}+C_{44}}{3}\,\mathbf t .
$$

For the normal vector the second term of (3) adds $C_{12}+C_{44}$, so that

$$
\Gamma\mathbf n=\frac{C_{11}-C_{12}+C_{44}+3C_{12}+3C_{44}}{3}\,\mathbf n=\frac{B+4C_{44}}{3}\,\mathbf n .
$$

### Solving for the free surface

The condition $\sigma\mathbf n=0$ reads $B\varepsilon\,\mathbf n+\Gamma\mathbf a=0$. Its parts in the plane and along the normal are

$$
\frac{C_{11}-C_{12}+C_{44}}{3}\,\mathbf t=0,\qquad
B\varepsilon+\frac{B+4C_{44}}{3}\,\alpha=0 .
$$

Both coefficients are positive in a stable crystal. The first equation therefore forces $\mathbf t=0$: there is no out-of-plane shear, and this has been derived and not assumed. The second gives

$$
\alpha=-\frac{3B}{B+4C_{44}}\,\varepsilon .
\tag{4}
$$

The normal strain is

$$
e_n=\varepsilon+\alpha=\frac{B+4C_{44}-3B}{B+4C_{44}}\,\varepsilon
=-\frac{2(B-2C_{44})}{B+4C_{44}}\,\varepsilon .
\tag{5}
$$

A film under tension becomes thinner if $B>2C_{44}$. The stability conditions also admit $B<2C_{44}$, and such a film would become thicker.

### The in-plane stress

With $\mathbf t=0$ the strain is $E=\varepsilon I+\alpha\,\mathbf n\mathbf n^{T}$. Every entry of $\mathbf n\mathbf n^{T}$ on the cube axes equals $\tfrac13$. All diagonal strains are therefore $\varepsilon+\alpha/3$, and all off-diagonal strains are $\alpha/3$. The stress has equal diagonal entries $P$ and equal off-diagonal entries $Q$:

$$
P=B\left(\varepsilon+\frac{\alpha}{3}\right),\qquad Q=\frac{2C_{44}\,\alpha}{3}.
$$

A matrix of this kind can be written as

$$
\sigma=(P-Q)\,I+3Q\,\mathbf n\mathbf n^{T},
$$

because $3Q\,\mathbf n\mathbf n^{T}$ puts $Q$ into every entry and the first term raises the diagonal from $Q$ to $P$. Acting on $\mathbf n$ it gives $(P+2Q)\mathbf n$, so the free surface requires $P=-2Q$. Then $P-Q=-3Q$, and

$$
\sigma=-3Q\left(I-\mathbf n\mathbf n^{T}\right)=-2C_{44}\,\alpha\left(I-\mathbf n\mathbf n^{T}\right).
$$

The tensor $I-\mathbf n\mathbf n^{T}$ is the unit tensor of the film plane. The stress is thus the same in every in-plane direction. Inserting (4), where the two minus signs cancel, gives $\sigma=M\varepsilon\,(I-\mathbf n\mathbf n^{T})$ with

$$
M=\frac{6C_{44}B}{B+4C_{44}}
=\frac{6C_{44}(C_{11}+2C_{12})}{C_{11}+2C_{12}+4C_{44}} .
\tag{6}
$$

Since $\alpha=e_n-\varepsilon$, the in-plane stress is also $2C_{44}(\varepsilon-e_n)$. The factor $2C_{44}$ is the one that links shear stress to tensor shear strain on the cube axes; here it multiplies the difference between the in-plane and the normal strain.

### Numbers for a model crystal

Take the round parameters $C_{11}=160$ GPa, $C_{12}=60$ GPa and $C_{44}=80$ GPa, which stand for no particular material, and a strain $\varepsilon=0.01$. Then $B=160+2\times60=280$ GPa. The map $\Gamma$ multiplies the normal vector by $(280+320)/3=200$ GPa and in-plane vectors by $(160-60+80)/3=60$ GPa. Equation (5) gives

$$
\frac{e_n}{\varepsilon}=-\frac{2(280-160)}{280+320}=-0.40,
$$

so the normal strain is $-0.004$. The modulus and the stress are

$$
M=\frac{6\times80\times280}{600}\ \text{GPa}=224\ \text{GPa},\qquad
\sigma=224\times0.01\ \text{GPa}=2.24\ \text{GPa}.
$$

A direct numerical solution for the three out-of-plane strains, using the full stiffness tensor rotated to the film axes, gives the same modulus.

### Where the simple answer ends

Two changes to the problem show which conditions matter.

*Strain in one direction only.* Keep the (111) film, but stretch it by $\varepsilon$ along $\mathbf u=(1,-1,0)/\sqrt2$ and by nothing along $\mathbf w=(1,1,-2)/\sqrt6$. The imposed strain is $\varepsilon\,\mathbf u\mathbf u^{T}$. By (1), and because $\mathbf u\cdot\mathbf n=0$, it puts on the surface the force per area

$$
C_{12}\,\varepsilon\,n_i+H\varepsilon\,u_i^2\,n_i .
$$

The last term is the vector $H\varepsilon(1,1,0)/(2\sqrt3)$. It has no component along $\mathbf u$, but its component along $\mathbf w$ is

$$
\frac{H\varepsilon}{2\sqrt3}\cdot\frac{2}{\sqrt6}=\frac{H\varepsilon}{3\sqrt2}.
$$

The response $\mathbf t=t_w\mathbf w$ must cancel it, so $(C_{11}-C_{12}+C_{44})\,t_w/3=-H\varepsilon/(3\sqrt2)$. The tensor shear strain between $\mathbf w$ and $\mathbf n$ is half of $t_w$:

$$
E_{wn}=-\frac{H\,\varepsilon}{2\sqrt2\,(C_{11}-C_{12}+C_{44})} .
$$

For the model crystal $H=160-60-160=-60$ GPa, and $E_{wn}/\varepsilon=60/(2\sqrt2\times180)=0.118$. The film shears out of its plane. For an equal stretch along $\mathbf w$, the part of the surface force that contains $H$ is the vector $H\varepsilon(1,1,4)/(6\sqrt3)$; the rest is again $C_{12}\varepsilon\,\mathbf n$. Its component along $\mathbf w$ is $H\varepsilon(1+1-8)/(6\sqrt3\sqrt6)=-H\varepsilon/(3\sqrt2)$, which cancels the first one. For $H\neq0$, the absence of shear thus depends on the equibiaxial strain as well as on the (111) plane. The plane matters too: for a (112) film with $H\neq0$, the vector $\Gamma\mathbf n$ from (3) is not parallel to $\mathbf n$, and even an equibiaxial strain produces an out-of-plane shear.

*A (110) film.* Keep the equibiaxial strain, but let $\mathbf n=(1,1,0)/\sqrt2$. Now $n_i^2$ is $\tfrac12,\tfrac12,0$, and (3) gives

$$
\Gamma\mathbf n=\left(C_{12}+2C_{44}+\frac H2\right)\mathbf n=\frac{C_{11}+C_{12}+2C_{44}}{2}\,\mathbf n .
$$

Along $[1\bar10]$ and $[001]$ the map multiplies by $(C_{11}-C_{12})/2$ and $C_{44}$. Both are positive, so again $\mathbf t=0$, and

$$
\alpha=-\frac{2B\varepsilon}{C_{11}+C_{12}+2C_{44}} .
$$

The strain $\alpha\,\mathbf n\mathbf n^{T}$ has the entries $E_{11}=E_{22}=E_{12}=\alpha/2$, and the rest vanish except $E_{21}=E_{12}$. The stress along $[001]$ is $\sigma_{33}$, and the stress along $[1\bar10]$ is $(\sigma_{11}+\sigma_{22})/2-\sigma_{12}$:

$$
\sigma_{[001]}=B\varepsilon+C_{12}\,\alpha,\qquad
\sigma_{[1\bar10]}=B\varepsilon+\frac{C_{11}+C_{12}-2C_{44}}{2}\,\alpha .
$$

They differ by $H\alpha/2$. For the model crystal the ratios of stress to strain are 191.6 GPa and 235.8 GPa. A (110) film has no single biaxial modulus unless $H=0$.

## Second derivation: minimum of the elastic energy

### Symbols and results carried over

The film has the unit normal $\mathbf n=(1,1,1)/\sqrt3$ on the cube axes and the same in-plane strain $\varepsilon$ in all in-plane directions. The stiffnesses are $C_{11}$, $C_{12}$ and $C_{44}$, with $B=C_{11}+2C_{12}$. Shear strains are tensor components. Every uniform strain with the prescribed in-plane part has the form

$$
E=\varepsilon I+\tfrac12\left(\mathbf a\mathbf n^{T}+\mathbf n\mathbf a^{T}\right),\qquad
\mathbf a=\alpha\,\mathbf n+\mathbf t,\qquad \mathbf t\cdot\mathbf n=0 ,
\tag{7}
$$

where $\varepsilon+\alpha$ is the normal strain and $\mathbf t$ describes out-of-plane shear. Force balance gave $\mathbf t=0$ and $M=6C_{44}B/(B+4C_{44})$. The derivation below uses (7) and the stress–strain law, but neither of these two results.

Force balance at the free surface has shown that the equibiaxially strained (111) film has no out-of-plane shear and has the biaxial modulus $M=6C_{44}B/(B+4C_{44})$. It remains to derive the modulus independently from the minimum of the elastic energy, and to compare what the two derivations assume.
